Splitting the electron repulsion between wavefunction and density functional, part 1

(Sections cited here and not found follow in the second part.)

**1. Two electrons and a constant interaction**

Take two electrons of opposite spin in an external potential v(r), and replace their repulsion by a constant energy c. The Hamiltonian T̂ + c + V̂, with T̂ = Σ_i (−ħ²∇_i²/2m) and V̂ = Σ_i v(r_i), separates. Its ground state is φ(r₁)φ(r₂) times the spin singlet, a single determinant with density n = 2|φ|².

Prescribe the density instead and ask for the lowest ⟨T̂ + c⟩. The constant plays no part in the search, so the answer is T_s[n] + c, where T_s[n] is the lowest kinetic energy compatible with n. For a doubly occupied orbital the density fixes the modulus, φ = √(n/2) e^{iθ}, and the cross terms in |∇φ|² cancel, so

2 · (ħ²/2m) ∫|∇φ|² d³r = (ħ²/8m) ∫|∇n|²/n d³r + (ħ²/2m) ∫ n|∇θ|² d³r.

The first term uses ∇√(n/2) = ∇n/(2√2 √n), whose square is |∇n|²/(8n). The second term is not negative, so θ is constant and φ = √(n/2). No other two-electron state goes lower: this φ is a nodeless eigenfunction of −ħ²∇²/2m + v_s with v_s = (ħ²/2m)∇²φ/φ, hence its ground state, so φ(r₁)φ(r₂) minimises ⟨T̂⟩ + ∫v_s n over all states, and at fixed n the second term is common to all of them. Therefore T_s[n] = (ħ²/8m)∫|∇n|²/n d³r.

Let F[n] be the lowest ⟨T̂ + Ŵ⟩ at density n for the true repulsion Ŵ = Σ_{i<j} κ/r_ij, κ = e²/(4πε₀) = 2.307078×10⁻²⁸ J m. The difference F[n] − T_s[n] − c depends on n alone. Adding it to ⟨T̂ + c + V̂⟩ and minimising over the orbital gives min_n {F[n] + ∫vn}, the exact ground-state energy. This is Kohn–Sham theory with the constant c moved from the density functional into the Hamiltonian. The move used only one fact: what was left out of the Hamiltonian was put back as a difference of two minima taken at the same density. The fact survives when c becomes a function of r₁₂. What does not survive is the determinant.

**2. The erf split**

Write κ/r = w_lr(r) + w_sr(r) with

w_lr = κ erf(μr)/r,  w_sr = κ erfc(μr)/r,

where μ is an inverse length. Substituting s = tr in erf(μr) = (2/√π)∫₀^{μr} e^{−s²}ds gives

w_lr(r) = (2κ/√π) ∫₀^μ e^{−t²r²} dt,  ∂w_lr/∂μ = (2κ/√π) e^{−μ²r²} > 0.

So 0 < w_lr < κ/r for finite μ > 0, w_lr grows with μ, and the upper limit ∞ gives κ/r. Expanding the Gaussian under the integral,

w_lr = (2κμ/√π) [1 − μ²r²/3 + μ⁴r⁴/10 − …].

To first order in μ this is the constant interaction of section 1, c = 2κμ/√π. The series contains only powers of r², so w_lr is a smooth function of the vector r₁ − r₂ and forces no electron–electron cusp on a wavefunction.

The Fourier transform of e^{−t²r²} is (π/t²)^{3/2} e^{−k²/4t²}. With u = k²/4t², t⁻³dt = −2du/k²,

w̃_lr(k) = 2πκ ∫₀^μ t⁻³ e^{−k²/4t²} dt = (4πκ/k²) ∫_{k²/4μ²}^∞ e^{−u}du = (4πκ/k²) e^{−k²/4μ²}.

The case μ → ∞ is 4πκ/k², and subtraction gives

w̃_sr(k) = (4πκ/k²)(1 − e^{−k²/4μ²}),  ∫w_sr d³r = w̃_sr(0) = πκ/μ².

The numerical check tests both by quadrature, the transform at two wave numbers.

**3. The constrained search for N electrons**

Assumptions: N is fixed, Ψ runs over normalised antisymmetric wavefunctions, Ψ → n means that Ψ has density n, the minima below are attained, and the physical ground state Ψ₀ of T̂ + Ŵ + V̂ is nondegenerate with energy E₀ and density n₀. Define

F[n] = min_{Ψ→n} ⟨Ψ|T̂ + Ŵ|Ψ⟩,
F_lr[n] = min_{Ψ→n} ⟨Ψ|T̂ + Ŵ_lr|Ψ⟩,
E_Hxc^sr[n] = F[n] − F_lr[n].

None of these involves v. The Rayleigh–Ritz minimum over all Ψ can be taken in two steps, first within each class of equal density and then over the classes, and ⟨V̂⟩ = ∫vn is constant within a class. Therefore

E₀ = min_n { F[n] + ∫vn } = min_n { min_{Ψ→n} ⟨Ψ|T̂ + Ŵ_lr|Ψ⟩ + ∫vn + E_Hxc^sr[n] }.

The last two terms are constant within a class, so they can be placed inside the inner search, and the two searches recombine into one:

E₀ = min_Ψ 𝓔[Ψ],  𝓔[Ψ] = ⟨Ψ|T̂ + Ŵ_lr + V̂|Ψ⟩ + E_Hxc^sr[n_Ψ].   (1)

This is Savin's multideterminant range-separated theory, exact for every μ. The excess over E₀ splits into two non-negative parts,

𝓔[Ψ] − E₀ = (⟨Ψ|T̂ + Ŵ_lr|Ψ⟩ − F_lr[n_Ψ]) + (F[n_Ψ] + ∫v n_Ψ − E₀),

so a minimiser must have n_Ψ = n₀ and must be the state Ψ_lr that attains F_lr[n₀].

Limits and ordering. Define T_s[n] = min_{Ψ→n}⟨T̂⟩, which is F_lr at μ = 0. Since Ŵ_lr > 0, F_lr ≥ ⟨Ψ_lr|T̂|Ψ_lr⟩ ≥ T_s. Let Ψ[n] attain F[n]. Using Ψ[n] as a trial state in F_lr and Ψ_lr as a trial state in F gives

F_lr ≤ F − ⟨Ψ[n]|Ŵ_sr|Ψ[n]⟩,  F ≤ F_lr + ⟨Ψ_lr|Ŵ_sr|Ψ_lr⟩,

that is

0 < ⟨Ψ[n]|Ŵ_sr|Ψ[n]⟩ ≤ E_Hxc^sr[n] ≤ ⟨Ψ_lr|Ŵ_sr|Ψ_lr⟩.

Hence T_s ≤ F_lr ≤ F. If the probability density of the electron–electron separation vector stays bounded uniformly in μ, the upper bound is at most that bound times πκ/μ² times the number of pairs N(N−1)/2, and E_Hxc^sr → 0 as μ → ∞: (1) becomes the ordinary Rayleigh–Ritz principle. At μ = 0, (1) is Kohn–Sham theory.

**4. Potentials and the Euler equation**

Let E_lr[u] be the ground-state energy of T̂ + Ŵ_lr + Σ_i u(r_i). For any Ψ → n, Rayleigh–Ritz gives E_lr[u] ≤ ⟨T̂ + Ŵ_lr⟩ + ∫un, and minimising the right side,

F_lr[n] ≥ E_lr[u] − ∫un  for every u.

Assume now that n is the density of a nondegenerate ground state for some u = v_lr (v-representability at this μ). That ground state is a trial state with ⟨T̂ + Ŵ_lr⟩ = E_lr[v_lr] − ∫v_lr n, so the bound is reached:

F_lr[n] = max_u { E_lr[u] − ∫un },

and Ψ_lr is that ground state. This is Lieb's form, and the one used for computing. Applying the inequality to another density n′ with u = v_lr gives F_lr[n′] + ∫v_lr n′ ≥ E_lr[v_lr] = F_lr[n] + ∫v_lr n. The left side is minimal at n′ = n. If F_lr is differentiable there along directions with ∫δn = 0, its slope is fixed: δF_lr/δn = −v_lr up to a constant. The same argument with Ŵ gives δF/δn = −v at n₀. Subtracting,

v_sr(r) ≡ δE_Hxc^sr/δn(r) = v_lr(r) − v(r) + const.   (2)

Vary (1) with a multiplier ℰ for the norm. With n̂(r) = Σ_i δ(r − r_i), the change of density is δn(r) = ⟨δΨ|n̂(r)|Ψ⟩ + c.c., so δE_Hxc^sr = ⟨δΨ|V̂_sr|Ψ⟩ + c.c. with V̂_sr = Σ_i v_sr(r_i). The coefficient of ⟨δΨ| must vanish:

(T̂ + Ŵ_lr + V̂ + V̂_sr[n_Ψ]) Ψ_lr = ℰ Ψ_lr.   (3)

By (2) the local potential in (3) is v_lr, so Ψ_lr is the lowest state of this operator. Taking the expectation value of (3) and comparing with (1),

E₀ = ℰ − ∫v_sr n₀ + E_Hxc^sr[n₀].

The constant in v_sr shifts the first two terms oppositely and drops out.

Ψ_lr is not Ψ₀ for finite μ and N ≥ 2. If the two were equal, subtracting (3) from the Schrödinger equation would give Σ_{i<j} w_sr(r_ij) − Σ_i v_sr(r_i) = const wherever Ψ₀ ≠ 0. The mixed derivative ∂²/∂x₁∂x₂ removes the one-body terms and all pairs but (1,2), and leaves ∂²w_sr(r₁₂)/∂x₁∂x₂ = 0 on an open set, which is false. Only the energy and the density are exact in (1); expectation values in Ψ_lr that are not fixed by the density are in general not the physical ones.

The μ dependence at fixed n follows from F_lr = E_lr[v_lr] − ∫v_lr n. The Hellmann–Feynman theorem gives dE_lr/dμ = ⟨∂Ŵ_lr/∂μ⟩ + ∫(∂v_lr/∂μ) n, and the second term cancels against the derivative of −∫v_lr n:

dF_lr/dμ = ⟨Ψ_lr| (2κ/√π) Σ_{i<j} e^{−μ²r_ij²} |Ψ_lr⟩.   (4)

With F_lr → F at infinite μ, and v-representability along the whole path, E_Hxc^sr is the integral of (4) from μ to ∞.

These statements fail in known places. With a degenerate ground state the maximum over u equals a search over ensembles and can lie below the pure-state search. At a density that is not v-representable, (1) still holds but (2) to (4) have no basis.

**5. A model in which the exact functionals can be computed**

Hooke's atom has v = mω²r²/2. Parameters: ħω = 2 aJ, μ = 10 nm⁻¹, so κμ = 2.307 aJ. Singlet S states are expanded as

Ψ = Σ_l f_l(r₁,r₂)/(r₁r₂) · √(2l+1)/(4π) · P_l(cos θ₁₂),  f_l symmetric, l ≤ 3,

with 14 equally spaced radial points inside a wall at 0.3 nm and the radial kinetic energy in the sine basis of that interval. Interactions enter through w(r₁₂) = Σ_L w_L(r₁,r₂) P_L(cos θ₁₂). For w_lr the w_L are Legendre projections by quadrature; for κ/r they are κ r_<^L/r_>^{L+1}, represented by the discrete radial Poisson Green function. The density is the list of 14 shell populations, the potential a list of 14 numbers. Sections 3 and 4 used only the variational principle and the linearity of ⟨V̂⟩ in n, so the equations (1) to (4) hold word for word in this finite space. The limit μ → ∞ holds in it only up to the discretisation error, because the two interactions are represented differently: the exact projections of w_lr (a finite angular quadrature departs from them at very large μ) tend to κ r_<^L/r_>^{L+1} taken at the grid points, which is not the Green-function matrix used for κ/r and gives a ground-state energy about 0.004 aJ higher. F and F_lr are found by maximising over u with Newton steps and full diagonalisation.

The quality of the discretisation is known independently. With R = (r₁ + r₂)/2 and r = r₁ − r₂ one has r₁² + r₂² = 2R² + r²/2 and ∇₁² + ∇₂² = ∇_R²/2 + 2∇_r², so the Hamiltonian is an oscillator of mass 2m and energy 3ħω/2 plus the relative problem −(ħ²/m)∇_r² + mω²r²/4 + w(r), solved on a fine one-dimensional grid. For the Coulomb interaction the model gives E₀ = 8.079353 aJ (50.427 eV) against 8.078420 aJ, a difference of 0.0009 aJ, or 1.2×10⁻⁴ of the energy. For the erf interaction in the bare trap the pair is 7.703737 and 7.703432 aJ. As statements about Hooke's atom these total energies are thus good to about 0.001 aJ; the separate parts quoted below are statements about the model and are less accurate than the total, whose errors partly cancel. The separated solution gives T_s = 2.5251, ∫vn₀ = 3.5760, a full Hartree energy of 4.2870 and E_c = −0.1661 aJ, against 2.5285, 3.5724, 4.2884 and −0.1658 aJ in the model; the long-range correlation energy E_c^lr of section 6 moves by 0.00002 aJ when the model is refined to 17 points and l ≤ 5. Identities within the model hold more finely, and further digits are quoted only to show them.

At n₀, ∫vn₀ = 3.572406 aJ, so F = 8.079353 − 3.572406 = 4.506947 aJ. The inversion gives F_lr = 4.159124 aJ and E_Hxc^sr = 4.506947 − 4.159124 = 0.34782 aJ. That these add up to E₀ is the definition and tests nothing. The tests are these.

The μ = 0 limit. Inverting with no interaction returns the kinetic energy of √(n₀/2), T_s = 2.528500 aJ, and that determinant as ground state. The ordering 2.5285 < 4.1591 < 4.5069 holds.

The constrained search against the Lieb maximum. A different wavefunction, rescaled by one-body factors until its density is n₀, has ⟨T̂ + Ŵ_lr⟩ above F_lr by 0.0689 aJ. The physical Ψ₀ lies above by 0.0494 aJ, and since its density is n₀ this is also 𝓔[Ψ₀] − E₀: the true wavefunction does not minimise (1). The overlap is |⟨Ψ_lr|Ψ₀⟩|² = 0.9922. The same number yields ⟨Ψ₀|Ŵ_sr|Ψ₀⟩ = 0.3478 − 0.0494 = 0.2984 aJ, the lower bound of section 3.

Stationarity and minimum. Ψ_lr is displaced by ±0.01 along a fixed direction that changes the density, and E_Hxc^sr is recomputed by two inversions at each new density. 𝓔 rises by 0.000965 and 0.000963 aJ. The central-difference slope is 0.00007 aJ with E_Hxc^sr and −0.9407 aJ without it. A central difference at a stationary point still contains the cubic term times the step squared; that this accounts for the residue was not checked separately.

Equation (2). Along a density change generated by φ ∝ φ₀ ± εd, with φ₀ = √(n₀/2) and d ∝ φ₀(r² − ⟨r²⟩) normalised, the finite-difference slope of E_Hxc^sr is −0.838129 aJ and ∫v_sr δn gives −0.838130 aJ. The potential v_sr falls by 0.956 aJ from the first to the last grid point; the value belongs to this grid and becomes 0.975 aJ with 17 points and l ≤ 5.

Equation (4). Finite difference 0.0597807 aJ nm, expectation value 0.0597800 aJ nm.

**6. Hartree, exchange and correlation parts**

Assume n is noninteracting v-representable with a nondegenerate ground state, the Kohn–Sham determinant Φ_s[n], so T_s = ⟨Φ_s|T̂|Φ_s⟩. For any pair interaction w let E_H[n; w] = ½∬n(r)n(r′)w d³r d³r′ and E_x[n; w] = ⟨Φ_s|Σ_{i<j}w|Φ_s⟩ − E_H[n; w]. Both are linear in w, so E_H = E_H^lr + E_H^sr and E_x = E_x^lr + E_x^sr. Correlation is defined by

E_c = F − ⟨Φ_s|T̂ + Ŵ|Φ_s⟩ ≤ 0,  E_c^lr = F_lr − ⟨Φ_s|T̂ + Ŵ_lr|Φ_s⟩ ≤ 0,

the signs following because Φ_s is a trial state of density n. Subtracting,

E_Hxc^sr = ⟨Φ_s|Ŵ_sr|Φ_s⟩ + E_c − E_c^lr = E_H^sr + E_x^sr + E_c^sr,  E_c^sr ≡ E_c − E_c^lr.

E_c^sr is a complement. It is not the correlation energy of electrons interacting through w_sr alone, because correlation is not linear in w.

For two electrons in φ = √(n/2), ⟨Φ_s|w|Φ_s⟩ = ∬φ²(r)φ²(r′)w = ¼∬nnw = ½E_H, so E_x = −½E_H for every w. In the model,

F_lr = T_s + E_H^lr + E_x^lr + E_c^lr = 2.528500 + 3.316070 − 1.658035 − 0.027411 = 4.159124 aJ,
E_Hxc^sr = 0.972357 − 0.486179 − 0.138356 = 0.347822 aJ,

and E_c = −0.1658 aJ, of which E_c^lr is 0.0274/0.1658 = 17 %. The weight of Φ_s is 0.9928 in Ψ_lr and 0.9719 in Ψ₀.

With the exact short-range functional, the search over all wavefunctions gives the exact ground-state energy and density at every μ, and the two-electron model bears out the equations numerically. What remains is to restrict the search to one determinant, find what that costs, and try an explicit approximate short-range functional.
